# Natural transition orbitals: the most compact hole-particle form of CIS states

## Two states with the same weights

Take a closed-shell molecule with two occupied orbitals, 1 and 2, and two virtual orbitals, 3 and 4. A singly excited singlet state is specified by four amplitudes. Write them as a matrix whose rows belong to the orbital the electron leaves and whose columns belong to the orbital it enters. Consider

$$X_A=\frac12\begin{pmatrix}1&1\\1&1\end{pmatrix},\qquad X_B=\frac12\begin{pmatrix}1&1\\1&-1\end{pmatrix}.$$

In both states each of the four excitations has weight $1/4$. Yet the first matrix is a single product,

$$X_A=\begin{pmatrix}1/\sqrt2\\1/\sqrt2\end{pmatrix}\begin{pmatrix}1/\sqrt2&1/\sqrt2\end{pmatrix},$$

so one electron moves from the orbital $(\phi_1+\phi_2)/\sqrt2$ to the orbital $(\phi_3+\phi_4)/\sqrt2$, and nothing else happens. The four terms came from an unsuitable choice of orbitals.

The second matrix has determinant $-1/2$. A product of one column and one row has determinant zero, so $X_B$ cannot be written as one product. Two are enough:

$$X_B=\frac1{\sqrt2}\begin{pmatrix}1\\0\end{pmatrix}\begin{pmatrix}\tfrac1{\sqrt2}&\tfrac1{\sqrt2}\end{pmatrix}+\frac1{\sqrt2}\begin{pmatrix}0\\1\end{pmatrix}\begin{pmatrix}\tfrac1{\sqrt2}&-\tfrac1{\sqrt2}\end{pmatrix}.$$

Each product now has weight $1/2$. The weights in the original orbitals could not distinguish the two states. The singular value decomposition finds the right orbitals for any such matrix.

## The CIS state

Let $\Phi$ be the closed-shell Hartree–Fock determinant. Its occupied orbitals are labelled $i,j$ and the virtual orbitals $a,b$; all are real and orthonormal. The operator $c^\dagger_{as}$ creates an electron in orbital $a$ with spin $s$, and $c_{is}$ removes one from orbital $i$. The singlet configurations are

$$|i\to a\rangle=\frac1{\sqrt2}\sum_s c^\dagger_{as}c_{is}\Phi .$$

The determinants $c^\dagger_{as}c_{is}\Phi$ with different $(i,a,s)$ are orthonormal, so

$$\langle i\to a|j\to b\rangle=\tfrac12\sum_s\delta_{ij}\delta_{ab}=\delta_{ij}\delta_{ab}.$$

Configuration interaction singles (CIS) diagonalizes the Hamiltonian among these configurations. The determinant $\Phi$ does not mix in. Turning orbital $i$ by a small angle $\theta$ towards $a$ changes $\Phi$ by $\sqrt2\,\theta\,|i\to a\rangle$, and the energy by $2\sqrt2\,\theta\,\langle\Phi|H|i\to a\rangle$ to first order. This vanishes because the Hartree–Fock energy is stationary.

A CIS state and its norm are

$$\Psi=\sum_{ia}X_{ia}|i\to a\rangle,\qquad \langle\Psi|\Psi\rangle=\sum_{ia}X_{ia}^2=\mathrm{Tr}\,XX^T=1 .$$

For a hole vector $p$ in the occupied space and a particle vector $q$ in the virtual space, define

$$|p\to q\rangle=\sum_{ia}p_iq_a|i\to a\rangle .$$

This is one pair: an electron leaves $\sum_ip_i\phi_i$ and enters $\sum_aq_a\phi_a$. Its amplitude matrix is $pq^T$. For two states with amplitude matrices $X$ and $Y$, the overlap is $\sum_{ia}X_{ia}Y_{ia}=\mathrm{Tr}\,X^TY$.

## Building the decomposition

The matrix $XX^T$ is real and symmetric, so it has a complete orthonormal set of eigenvectors $u_k$ in the occupied space:

$$XX^Tu_k=\lambda_ku_k,\qquad \lambda_1\ge\lambda_2\ge\dots$$

Since $\lambda_k=u_k^TXX^Tu_k=|X^Tu_k|^2$, no eigenvalue is negative. Set $\sigma_k=\sqrt{\lambda_k}$ and, where $\sigma_k>0$,

$$v_k=\frac{X^Tu_k}{\sigma_k}.$$

These vectors lie in the virtual space and are orthonormal:

$$v_k^Tv_l=\frac{u_k^TXX^Tu_l}{\sigma_k\sigma_l}=\frac{\lambda_l}{\sigma_k\sigma_l}\,\delta_{kl}=\delta_{kl}.$$

If $\lambda_k=0$, then $|X^Tu_k|^2=0$ and so $X^Tu_k=0$. Completeness, $\sum_ku_ku_k^T=1$, now gives

$$X=\sum_ku_k(u_k^TX)=\sum_ku_k(X^Tu_k)^T=\sum_{\sigma_k>0}\sigma_k\,u_kv_k^T .$$

This is the singular value decomposition. By linearity, the state becomes a single sum,

$$\Psi=\sum_k\sigma_k\,|u_k\to v_k\rangle .$$

The orbitals described by $u_k$ and $v_k$ are the natural transition orbitals (NTOs). The trace of a symmetric matrix is the sum of its eigenvalues, hence

$$\sum_k\lambda_k=\mathrm{Tr}\,XX^T=1 .$$

The reference has not changed. Replacing the occupied orbitals by the orbitals $u_k$ multiplies the product of creation operators for each spin by the determinant of the orthogonal matrix $U$ with columns $u_k$. The two spins together give $(\det U)^2=1$. Thus $\Phi$ is also the determinant in which the hole NTOs are doubly filled, and each term of the sum is a genuine single excitation.

The signs of $u_k$ and $v_k$ may be reversed together. If two nonzero weights are equal, their hole vectors may be rotated among themselves, provided the particle vectors are rotated in the same way. In that case the individual pairs have no separate meaning, but their weights do.

## The weights as occupations

The weights can be read from the electron density matrix of $\Psi$. Remove an electron of spin $s$ from virtual orbital $b$. Only terms that put such an electron there survive:

$$c_{bs}\Psi=\frac1{\sqrt2}\sum_iX_{ib}\,c_{is}\Phi .$$

The states $c_{is}\Phi$ are orthonormal, so

$$\sum_s\langle\Psi|c^\dagger_{as}c_{bs}|\Psi\rangle=\sum_s\frac12\sum_iX_{ia}X_{ib}=(X^TX)_{ab}.$$

For the occupied block, first use $c^\dagger_{is}c_{js}=\delta_{ij}-c_{js}c^\dagger_{is}$. An electron can be added to orbital $i$ only if the excitation has emptied it, and exchanging two creation operators gives a minus sign:

$$c^\dagger_{is}\Psi=-\frac1{\sqrt2}\sum_aX_{ia}\,c^\dagger_{as}\Phi .$$

The sign cancels in the inner product of two such states, and

$$\sum_s\langle\Psi|c^\dagger_{is}c_{js}|\Psi\rangle=2\delta_{ij}-(XX^T)_{ij}.$$

Therefore $XX^T$ is the density matrix of the missing electron and $X^TX$ that of the promoted one. From the decomposition,

$$XX^T=\sum_k\lambda_ku_ku_k^T,\qquad X^TX=\sum_k\lambda_kv_kv_k^T .$$

The orbital $u_k$ has lost $\lambda_k$ of an electron and $v_k$ has gained the same amount. The sum is one because a single excitation moves one electron.

## No other set of $r$ pairs does better

Let $Y$ be the amplitude matrix of any normalized state made of $r$ pairs,

$$Y=\sum_{k=1}^{r}d_k\,p_kq_k^T,\qquad \mathrm{Tr}\,Y^TY=1 .$$

The vectors $p_k$ need not be orthogonal to each other, nor need the $q_k$. Let $r$ not exceed the number of occupied orbitals. The claim is

$$(\mathrm{Tr}\,X^TY)^2\le\Lambda_r,\qquad \Lambda_r=\lambda_1+\dots+\lambda_r .$$

Let $Q$ be the orthogonal projector onto the space spanned by the $p_k$, whose dimension is at most $r$. Then $QY=Y$. With the Cauchy–Schwarz inequality for matrices,

$$(\mathrm{Tr}\,X^TY)^2=\big(\mathrm{Tr}\,(QX)^TY\big)^2\le\mathrm{Tr}\,(QX)^T(QX)\;\mathrm{Tr}\,Y^TY .$$

The last factor is one. Because $Q^T=Q$ and $Q^2=Q$, the first factor is

$$\mathrm{Tr}\,X^TQX=\mathrm{Tr}\,QXX^T=\sum_k\lambda_kw_k,\qquad w_k=u_k^TQu_k=|Qu_k|^2 .$$

Projection cannot lengthen a vector, so $0\le w_k\le1$. Moreover $\sum_kw_k=\mathrm{Tr}\,Q\le r$. It remains to compare this weighted sum with $\Lambda_r$:

$$\Lambda_r-\sum_k\lambda_kw_k=\sum_{k\le r}\lambda_k(1-w_k)-\sum_{k>r}\lambda_kw_k .$$

In the first sum $\lambda_k\ge\lambda_r$, and in the second $\lambda_k\le\lambda_r$. Hence the right side is at least

$$\lambda_r\Big[\sum_{k\le r}(1-w_k)-\sum_{k>r}w_k\Big]=\lambda_r\Big[r-\sum_kw_k\Big]\ge0 ,$$

which proves the claim.

The bound is reached by keeping the first $r$ NTO pairs and normalizing:

$$Y=\frac1{\sqrt{\Lambda_r}}\sum_{k\le r}\sigma_ku_kv_k^T,\qquad \mathrm{Tr}\,X^TY=\frac1{\sqrt{\Lambda_r}}\sum_{k\le r}\sigma_k^2=\sqrt{\Lambda_r}.$$

An $r$-pair state can equal $\Psi$ only if $\Lambda_r=1$, that is, if $r$ is at least the number of nonzero weights. This number is the rank of $X$, the smallest number of pairs that represents the state.

The bound was also tested on a random $5\times7$ amplitude matrix by a search that uses no singular value decomposition and does not require orthogonal pairs. For one to four pairs it found squared overlaps 0.5153, 0.7299, 0.9002 and 0.9820, equal to the cumulative NTO weights.

## Comparison with other orthonormal orbitals

Choose any other orthonormal orbitals within the occupied space and within the virtual space. Sort the squared amplitudes in these orbitals as $p_1\ge p_2\ge\dots\ge p_N$; from here on, $p_k$ denotes these numbers. Extend the list of $\lambda_k$ by zeros to the same length.

Keep the $r$ largest terms and normalize. As in the truncation above, the squared overlap with $\Psi$ is $p_1+\dots+p_r$. This is a state of $r$ pairs, so

$$D_r=\sum_{k\le r}(\lambda_k-p_k)\ge0 .$$

For $r$ beyond the number of occupied orbitals, $\Lambda_r=1$ and the inequality is immediate. At the end $D_N=0$, since both lists sum to one. Thus the NTO weights are at least as concentrated at every truncation.

A single measure of spread is the effective number of terms, $1/\sum_kp_k^2$. It equals $n$ for $n$ equal weights. With $D_0=0$, summation by parts gives

$$\sum_{k=1}^Np_k(\lambda_k-p_k)=\sum_{k=1}^Np_k(D_k-D_{k-1})=\sum_{k=1}^{N-1}D_k(p_k-p_{k+1})+p_ND_N\ge0 .$$

It follows, using Cauchy–Schwarz in the second step, that

$$\sum_kp_k^2\le\sum_kp_k\lambda_k\le\Big(\sum_kp_k^2\Big)^{1/2}\Big(\sum_k\lambda_k^2\Big)^{1/2}.$$

Dividing by $(\sum_kp_k^2)^{1/2}$ and squaring gives $\sum_kp_k^2\le\sum_k\lambda_k^2$. The effective number of terms is therefore smallest for the NTOs.

## Two limits and a formula for two by two

For two occupied and two virtual orbitals, $XX^T$ has trace 1 and determinant $(\det X)^2$. Its eigenvalues obey $\lambda^2-\lambda+(\det X)^2=0$, so

$$\lambda_\pm=\frac{1\pm\sqrt{1-4(\det X)^2}}2 .$$

For $\det X=0$ the weights are 1 and 0, as for $X_A$. For $|\det X|=1/2$ they are both $1/2$, as for $X_B$.

The second limit has a simple physical realization. Let two identical, separated units each have one occupied and one virtual orbital, and let the excitation be shared equally between them without moving charge from one to the other. In the orbitals of the units, $X$ is diagonal with entries $1/\sqrt2$ and $\pm1/\sqrt2$. Both weights are $1/2$, and no choice of orbitals reduces the state to one pair. Two large weights need not mean two independent processes: here they describe one coherent excitation shared by two units.

## Worked example: two unlike dimers

Four sites lie on a line at 0, 2.5, 7.5 and 10 bohr. Each carries one orbital and a core of charge one, and there are four electrons. Sites 1 and 2 form dimer 1, sites 3 and 4 dimer 2. With $n_m$ the number of electrons on site $m$, the model Hamiltonian is

$$H=\sum_{mns}h_{mn}c^\dagger_{ms}c_{ns}+\frac12\sum_{mn}G_{mn}(n_mn_n-\delta_{mn}n_m),\qquad G_{mn}=\frac1{\sqrt{R_{mn}^2+U^{-2}}} .$$

Here $U=0.40$ hartree, $h_{mm}=-\sum_{n\ne m}G_{mn}$ is the attraction of the other cores, and the hoppings are $h_{12}=-0.10$, $h_{23}=-0.03$ and $h_{34}=-0.11$ hartree. The constant repulsion between the cores is omitted; it does not affect excitation energies. All parameters are round choices.

The Hartree–Fock orbitals have energies $-0.0643$, $-0.0293$, $0.4293$ and $0.4643$ hartree. The first two are filled. The lowest singlet CIS state lies 0.2484 hartree, or 6.76 eV, above the Hartree–Fock energy. Its amplitudes, with rows 1, 2 and columns 3, 4, are

$$X=\begin{pmatrix}0.14771&0.44496\\0.87085&0.14771\end{pmatrix}.$$

The squares are 0.022, 0.198, 0.758 and 0.022. The largest belongs to $2\to3$, and the excitation $1\to4$ is too large to ignore.

**Weights.** The determinant is

$$\det X=0.14771^2-0.44496\times0.87085=-0.3657 .$$

The square root in the two-by-two formula is $\sqrt{1-4(0.3657)^2}=0.682$ (0.6820 with the unrounded determinant), and

$$\lambda_1=\frac{1+0.6820}2=0.8410,\qquad\lambda_2=\frac{1-0.6820}2=0.1590 .$$

The singular values are $\sigma_1=0.9171$ and $\sigma_2=0.3987$.

**Orbitals.** Multiplication gives

$$XX^T=\begin{pmatrix}0.2198&0.1944\\0.1944&0.7802\end{pmatrix}.$$

The first row of $(XX^T-\lambda_1)u_1=0$ requires the ratio of the second to the first component to be $(0.8410-0.2198)/0.1944=3.20$. After normalization $u_1=(0.2986,\,0.9544)$. Then $v_1=X^Tu_1/\sigma_1$ has the components

$$\frac{0.14771\times0.2986+0.87085\times0.9544}{0.9171}=0.954,\qquad\frac{0.44496\times0.2986+0.14771\times0.9544}{0.9171}=0.299 .$$

The second pair is $u_2=(0.9544,\,-0.2986)$ and $v_2=(-0.2986,\,0.9544)$.

**Compactness.** The best single excitation between canonical orbitals has squared overlap 0.758 with the state. The first NTO pair has 0.841, and a scan over all hole and particle directions found nothing larger. The effective number of terms falls from 1.625 to

$$\frac1{0.8410^2+0.1590^2}=1.365 .$$

It does not fall to one: the second weight is a property of this CIS state, and no rotation within the occupied and virtual spaces removes it.

**Where the excitation is.** Canonical orbital 2 has 64% of its density on dimer 1. The first hole and the first particle each have 89% there, and the second hole and particle each have 11%. The missing electron is therefore on dimer 1 with probability

$$0.8410\times0.8893+0.1590\times0.1107=0.7655 .$$

The same number holds for the promoted electron. To ask where both are at once, one must add amplitudes before squaring. With $a_k(m)$ and $b_k(n)$ the site coefficients of hole $k$ and particle $k$, the amplitude for the missing electron on site $m$ and the promoted one on site $n$ is $\sum_k\sigma_ka_k(m)b_k(n)$. Squaring it and summing $m$ and $n$ over dimer 1 gives, for each $k$ and $l$, the factor $\sigma_k\sigma_l$ times the overlap of holes $k$ and $l$ and the overlap of particles $k$ and $l$, both restricted to dimer 1. Let $s_{kl}$ be the overlap of holes $k$ and $l$ restricted to dimer 1. From the site coefficients,

$$s_{12}=0.6766\times0.2054+0.6569\times0.2617=0.311 .$$

Each particle orbital has the same site coefficients as its hole, apart from reversed signs on sites 2 and 4, so its restricted overlaps are the same. The probability that hole and particle are both on dimer 1 is

$$\sum_{kl}\sigma_k\sigma_ls_{kl}^2=0.841(0.889)^2+0.159(0.111)^2+2(0.917)(0.399)(0.311)^2\approx0.74 .$$

On dimer 2 the restricted overlaps are $0.111$, $0.889$ and $-0.311$, because the full orbitals are orthonormal. The same sum gives

$$0.841(0.111)^2+0.159(0.889)^2+2(0.917)(0.399)(0.311)^2\approx0.21 .$$

The remaining 0.05 to 0.06 is charge transfer between the dimers. The state is mainly a local excitation of dimer 1 with a smaller local part on dimer 2. The NTO weights 0.84 and 0.16 are not the probabilities 0.74 and 0.21, because each NTO extends over both dimers and the two pairs interfere.

## What the result does not say

The optimum is taken at a fixed determinant $\Phi$, with holes from its occupied space and particles from its virtual space. It concerns overlap with the CIS state. It does not say that the truncated state has the lowest energy among $r$-pair states, nor that CIS describes the true excited state well: correlation through double and higher excitations is absent from $\Psi$.

The unit sum comes from $\mathrm{Tr}\,XX^T=1$. In the random-phase approximation there are also de-excitation amplitudes $Y_{ia}$, and the normalization is $\sum_{ia}(X_{ia}^2-Y_{ia}^2)=1$. The squared singular values of $X$ alone then sum to $1+\sum_{ia}Y_{ia}^2$, which exceeds one unless every $Y_{ia}$ vanishes. They can be rescaled to unit sum, but the occupation numbers derived above for a CIS state do not carry over by that step alone.

## Calculated quantities

```
site positions (bohr): 0.0 2.5 7.5 10.0
on-site repulsion U (hartree): 0.40
hoppings 1-2, 2-3, 3-4 (hartree): -0.10 -0.03 -0.11
repulsion G from site 1 to sites 1-4 (hartree): 0.4000 0.2828 0.1265 0.0970
repulsion G between sites 2 and 3 (hartree): 0.1789
orbital energies 1-4 (hartree): -0.0643 -0.0293 0.4293 0.4643
canonical orbital 1, coefficients on sites 1-4: 0.3981 0.4459 0.5844 0.5488
canonical orbital 2, coefficients on sites 1-4: 0.5844 0.5488 -0.3981 -0.4459
canonical orbital 3, coefficients on sites 1-4: 0.5844 -0.5488 -0.3981 0.4459
canonical orbital 4, coefficients on sites 1-4: 0.3981 -0.4459 0.5844 -0.5488
canonical orbitals 1-4, share on dimer 1: 0.3573 0.6427 0.6427 0.3573
singlet CIS energies (hartree): 0.2484 0.2837 0.3609 0.3706
lowest singlet energy (eV): 6.758
X row of orbital 1 (to 3, 4): 0.14771 0.44496
X row of orbital 2 (to 3, 4): 0.87085 0.14771
canonical weights 1-3, 1-4, 2-3, 2-4: 0.02182 0.19799 0.75838 0.02182
sum of canonical weights: 1.00000
X X^T entries 11, 12, 22: 0.21980 0.19435 0.78020
det X: -0.36567
square root of 1 - 4 (det X)^2: 0.68201
singular values: 0.91706 0.39874
NTO weights: 0.84100 0.15900
sum of NTO weights: 1.00000
u_1 in canonical orbitals 1, 2: 0.29859 0.95438
v_1 in canonical orbitals 3, 4: 0.95438 0.29859
u_2 in canonical orbitals 1, 2: 0.95438 -0.29859
v_2 in canonical orbitals 3, 4: -0.29859 0.95438
hole 1, coefficients on sites 1-4: 0.6766 0.6569 -0.2054 -0.2617
particle 1, coefficients on sites 1-4: 0.6766 -0.6569 -0.2054 0.2617
hole 2, coefficients on sites 1-4: 0.2054 0.2617 0.6766 0.6569
particle 2, coefficients on sites 1-4: 0.2054 -0.2617 0.6766 -0.6569
holes 1, 2, share on dimer 1: 0.8893 0.1107
particles 1, 2, share on dimer 1: 0.8893 0.1107
squared overlap of state with first NTO pair: 0.84100
best single pair found by angle scan: 0.84100
effective number of terms, canonical: 1.625
effective number of terms, NTO: 1.365
random 5x7 matrix, NTO weights: 0.5153 0.2145 0.1704 0.0818 0.0180
random 5x7, cumulative weights r=1-4: 0.5153 0.7299 0.9002 0.9820
random 5x7, best r pairs by search r=1-4: 0.5153 0.7299 0.9002 0.9820
random 5x7, effective number of terms, NTO: 2.877
random 5x7, smallest number in 2000 random frames: 5.185
```
